# When the leading dipole image correction errs by ten percent: a program that tests the result

```python
"""
Image energy of a +q, -q pair in a periodic cubic cell (zero average field).

Result under test, in Gaussian units with x = d/L and the pair on a cube axis:
  E_im = E_periodic + q^2/d
       = -(q^2/L) * [2 pi x^2/3 + sum over l = 4, 6, 8, ... of c_l x^l],
  c_l  = sum over lattice sites R != 0 of P_l(cos theta_R) / R^(l+1), L = 1.
The leading formula -2 pi p^2/(3 L^3), p = q d, is too small in magnitude by
ten percent of E_im at a single x, found here from Ewald energies.
Reduced quantities use q = L = 1; energies are then in units of q^2/L.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erf, erfc, eval_legendre


def integer_grid(n):
    axis = np.arange(-n, n + 1)
    return np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T


REAL_CELLS = integer_grid(4).astype(float)
WAVES = integer_grid(9)
WAVES = 2 * np.pi * WAVES[np.any(WAVES != 0, axis=1)]
AXIS = np.array([1.0, 0.0, 0.0])
DIAGONAL = np.ones(3) / np.sqrt(3)


def image_energy(x, direction=AXIS, kappa=2.5):
    """Ewald energy of the periodic pair minus that of the isolated pair."""
    shift = x * direction
    r_same = np.linalg.norm(REAL_CELLS, axis=1)
    r_same = r_same[r_same > 0]
    r_cross = np.linalg.norm(REAL_CELLS + shift, axis=1)
    real = np.sum(erfc(kappa * r_same) / r_same)
    real -= np.sum(erfc(kappa * r_cross) / r_cross)
    k2 = np.sum(WAVES**2, axis=1)
    structure2 = 2 - 2 * np.cos(WAVES @ shift)
    recip = 2 * np.pi * np.sum(np.exp(-k2 / (4 * kappa**2)) / k2 * structure2)
    return real + recip - 2 * kappa / np.sqrt(np.pi) + 1 / x


def leading(x):
    return -2 * np.pi * x**2 / 3


def error_percent(x, direction=AXIS):
    """Signed error of |leading formula|, in percent of |image energy|."""
    return 100 * (leading(x) / image_energy(x, direction) - 1)


# Lattice sums over a ball of whole stars
sites = integer_grid(30).astype(float)
radius = np.linalg.norm(sites, axis=1)
keep = (radius > 0) & (radius <= 30)
sites, radius = sites[keep], radius[keep]
cosine = sites[:, 0] / radius
c = {l: np.sum(eval_legendre(l, cosine) / radius**(l + 1))
     for l in range(4, 42, 2)}


def series_energy(x):
    return leading(x) - sum(value * x**l for l, value in c.items())


# Ewald energy: independence of the splitting, and the harmonic series
for x in (0.1, 0.27, 0.5):
    assert abs(image_energy(x, kappa=2.0) - image_energy(x, kappa=3.2)) < 1e-9
    assert abs(image_energy(x) - series_energy(x)) < 2e-6

# Plane-wave energy of narrow Gaussian charges, without any real-space sum
x_test, width = 0.3, 0.05
waves = integer_grid(20)
waves = 2 * np.pi * waves[np.any(waves != 0, axis=1)]
k2 = np.sum(waves**2, axis=1)
periodic = 2 * np.pi * np.sum(np.exp(-k2 * width**2) / k2
                              * (2 - 2 * np.cos(waves[:, 0] * x_test)))
isolated = 1 / (width * np.sqrt(np.pi)) - erf(x_test / (2 * width)) / x_test
gaussian_image = periodic - isolated
assert abs(gaussian_image - image_energy(x_test)) < 1e-7

# Whole cells in a ball in vacuum: the quadratic term must be missing
ball = np.sum(1 / radius - 1 / np.linalg.norm(sites + x_test * AXIS, axis=1))
assert abs(image_energy(x_test) - ball - leading(x_test)) < 2e-6


# Quartic coefficient from Ewald energies at small distance
def quartic(x, direction=AXIS):
    return -(image_energy(x, direction) - leading(x)) / x**4


c4_ewald = (4 * quartic(0.05) - quartic(0.1)) / 3
c4_diagonal = (4 * quartic(0.05, DIAGONAL) - quartic(0.1, DIAGONAL)) / 3
assert abs(c4_ewald - c[4]) < 3e-4
assert abs(c4_diagonal / c4_ewald + 2 / 3) < 3e-4

# Positive coefficients and a steadily growing error
near_bound = 2 - 4 * abs(eval_legendre(10, 0.0))
far_bound = np.sum(radius[radius > 1.1]**-9.0)
assert min(c.values()) > 0 and near_bound > far_bound
scan = np.array([error_percent(x) for x in np.linspace(0.04, 0.96, 47)])
assert np.all(np.diff(scan) < 0)

# Ten-percent distances
x_ten = brentq(lambda x: error_percent(x) + 10, 0.05, 0.5, xtol=1e-12)
x_series = brentq(lambda x: leading(x) / series_energy(x) - 0.9, 0.05, 0.5)
x_other = brentq(lambda x: image_energy(x) / leading(x) - 1.1, 0.05, 0.5)
x_hand = np.sqrt(2 * np.pi / (27 * c[4]))
assert abs(x_ten - x_series) < 1e-5
assert abs(x_hand / x_ten - 1) < 0.02

print(f"c_4 from lattice sum: {c[4]:.4f}; from Ewald: {c4_ewald:.4f}")
print(f"c_6, c_8 from lattice sums: {c[6]:.4f}, {c[8]:.4f}")
print(f"l=4 coefficient, diagonal over axis: {c4_diagonal / c4_ewald:.4f}")
print(f"l>=8: nearest-image lower bound {near_bound:.4f}")
print(f"l>=8: upper bound on all other sites {far_bound:.4f}")
print(f"d/L at ten percent of true image energy: {x_ten:.5f}")
print(f"d/L at ten percent, from the series: {x_series:.5f}")
print(f"d/L at ten percent, c_4 only: {x_hand:.5f}")
print(f"d/L if difference is divided by the formula: {x_other:.5f}")
print(f"At the root: E_im = {image_energy(x_ten):.6f} q^2/L")
print(f"At the root: leading formula = {leading(x_ten):.6f} q^2/L")
print(f"Same d/L on body diagonal: error {error_percent(x_ten, DIAGONAL):+.2f} %")
print(f"d/L = {x_test}: Ewald E_im = {image_energy(x_test):.6f} q^2/L")
print(f"d/L = {x_test}: Gaussian charges = {gaussian_image:.6f} q^2/L")
print(f"d/L = {x_test}: ball in vacuum = {ball:.6f} q^2/L")
print(f"d/L = {x_test}: leading formula = {leading(x_test):.6f} q^2/L")

# Cation-vacancy pair in NaCl, rough typical material values
lattice_nm, eps_static, eps_electronic = 0.56, 6.0, 2.3
coulomb_mev_nm = 1e12 * const.e / (4 * np.pi * const.epsilon_0)
print(f"NaCl, rough: a = d = {lattice_nm} nm, static permittivity {eps_static}")
print(f"e^2/(4 pi eps0) = {coulomb_mev_nm:.2f} meV nm")
print(f"Smallest L for ten percent: {lattice_nm / x_ten:.3f} nm")
errors, energies = {}, {}
for n in (2, 3, 4, 5):
    x, side = 1 / n, n * lattice_nm
    scale = coulomb_mev_nm / (eps_static * side)
    exact, simple = scale * image_energy(x), scale * leading(x)
    improved = simple - scale * c[4] * x**4
    errors[n], energies[n] = error_percent(x), exact
    print(f"n={n}: L = {side:.2f} nm, d/L = {x:.4f}, E_im = {exact:.2f} meV")
    print(f"n={n}: formula {simple:.2f} meV, error {errors[n]:+.2f} %")
    print(f"n={n}: with l=4 term {improved:.2f} meV, "
          f"error {100 * (improved / exact - 1):+.2f} %")
assert abs(errors[3]) > 10 > abs(errors[4])

# Sizes of neglected effects for n = 4
side = 4 * lattice_nm
temperature, drift_per_k = 300.0, 3e-4
elastic_dipole_ev, stiffness_gpa = 3.0, 50.0
stiffness_ev_nm3 = stiffness_gpa * 1e9 * 1e-27 / const.e
elastic_mev = 1e3 * elastic_dipole_ev**2 / (stiffness_ev_nm3 * side**3)
thermal_mev = 1e3 * const.k * temperature / const.e
frozen = energies[4] * eps_static / eps_electronic
print(f"n=4, ions frozen (permittivity {eps_electronic}): E_im = {frozen:.2f} meV")
print(f"Dipole larger by 10 %: |E_im| larger by {100 * (1.1**2 - 1):.0f} %")
print(f"Permittivity drift, rough: {drift_per_k:.0e} per K")
print(f"Drift over {temperature:.0f} K: {100 * drift_per_k * temperature:.0f} %")
print(f"Assumed elastic dipole {elastic_dipole_ev} eV, "
      f"stiffness {stiffness_gpa:.0f} GPa")
print(f"n=4, elastic image scale P^2/(C L^3): {elastic_mev:.2f} meV")
print(f"k_B T at {temperature:.0f} K: {thermal_mev:.2f} meV")
print(f"n=4, Boltzmann factor of uncorrected E_im: "
      f"{np.exp(-energies[4] / thermal_mev):.2f}")
print("all good")
```

Printed output:

```
c_4 from lattice sum: 3.1082; from Ewald: 3.1081
c_6, c_8 from lattice sums: 0.5733, 3.2593
l=4 coefficient, diagonal over axis: -0.6667
l>=8: nearest-image lower bound 1.0156
l>=8: upper bound on all other sites 0.6289
d/L at ten percent of true image energy: 0.27101
d/L at ten percent, from the series: 0.27101
d/L at ten percent, c_4 only: 0.27362
d/L if difference is divided by the formula: 0.25741
At the root: E_im = -0.170919 q^2/L
At the root: leading formula = -0.153828 q^2/L
Same d/L on body diagonal: error +7.51 %
d/L = 0.3: Ewald E_im = -0.214312 q^2/L
d/L = 0.3: Gaussian charges = -0.214312 q^2/L
d/L = 0.3: ball in vacuum = -0.025816 q^2/L
d/L = 0.3: leading formula = -0.188496 q^2/L
NaCl, rough: a = d = 0.56 nm, static permittivity 6.0
e^2/(4 pi eps0) = 1439.96 meV nm
Smallest L for ten percent: 2.066 nm
n=2: L = 1.12 nm, d/L = 0.5000, E_im = -158.86 meV
n=2: formula -112.20 meV, error -29.37 %
n=2: with l=4 term -153.82 meV, error -3.17 %
n=3: L = 1.68 nm, d/L = 0.3333, E_im = -38.91 meV
n=3: formula -33.24 meV, error -14.57 %
n=3: with l=4 term -38.73 meV, error -0.48 %
n=4: L = 2.24 nm, d/L = 0.2500, E_im = -15.35 meV
n=4: formula -14.02 meV, error -8.61 %
n=4: with l=4 term -15.33 meV, error -0.13 %
n=5: L = 2.80 nm, d/L = 0.2000, E_im = -7.61 meV
n=5: formula -7.18 meV, error -5.65 %
n=5: with l=4 term -7.61 meV, error -0.05 %
n=4, ions frozen (permittivity 2.3): E_im = -40.03 meV
Dipole larger by 10 %: |E_im| larger by 21 %
Permittivity drift, rough: 3e-04 per K
Drift over 300 K: 9 %
Assumed elastic dipole 3.0 eV, stiffness 50 GPa
n=4, elastic image scale P^2/(C L^3): 2.57 meV
k_B T at 300 K: 25.85 meV
n=4, Boltzmann factor of uncorrected E_im: 1.81
all good
```
